# How a Local Operator Changes in the Two-Component Picture: verification in Python

```python
"""
Result under test (Hartree atomic units, c = speed of light):
a local operator O(r) times the 4x4 unit matrix, taken to the two-component
picture by the unitary exp(S) with odd S that block-diagonalizes the Dirac
Hamiltonian, has the electronic block
    O + Laplacian(O)/(8 c^2) + sigma.(grad O x p)/(4 c^2) + order c^-4.
sigma: Pauli matrices, p = -i grad, V: potential, Z: nuclear charge,
kappa: Dirac angular quantum number, sigma.L = -(kappa + 1).
"""
from itertools import product
import numpy as np
import sympy as sp
from scipy.constants import fine_structure
from scipy.linalg import expm
from scipy.special import gamma as gamma_function

# ---- Pauli-algebra identities on arbitrary functions -----------------------
coords = sp.symbols("x y z", real=True)
O_sym = sp.Function("O")(*coords)
spinor = sp.Matrix([sp.Function("f")(*coords), sp.Function("g")(*coords)])
pauli_sym = [sp.Matrix([[0, 1], [1, 0]]),
             sp.Matrix([[0, -sp.I], [sp.I, 0]]),
             sp.Matrix([[1, 0], [0, -1]])]


def momentum(i, w):
    return -sp.I * w.diff(coords[i])


def sigma_p_sym(w):
    return sum((pauli_sym[i] * momentum(i, w) for i in range(3)),
               sp.zeros(2, 1))


def commutator_sym(w):
    return sigma_p_sym(O_sym * w) - O_sym * sigma_p_sym(w)


double_comm = sigma_p_sym(commutator_sym(spinor)) \
    - commutator_sym(sigma_p_sym(spinor))
laplacian_O = sum(O_sym.diff(q, 2) for q in coords)
spin_term = sp.zeros(2, 1)
for i, j, k in product(range(3), repeat=3):
    eps = sp.LeviCivita(i, j, k)
    if eps != 0:
        spin_term += eps * O_sym.diff(coords[j]) * (
            pauli_sym[i] * momentum(k, spinor))
claimed = laplacian_O * spinor / 8 + spin_term / 4
assert (-double_comm / 8 - claimed).expand() == sp.zeros(2, 1)
p_O_p = sum((momentum(i, O_sym * momentum(i, spinor)) for i in range(3)),
            sp.zeros(2, 1))
sandwich = sigma_p_sym(O_sym * sigma_p_sym(spinor))
assert (sandwich - p_O_p - spin_term).expand() == sp.zeros(2, 1)

# ---- Exact decoupling in a three-dimensional plane-wave basis --------------
pauli = [np.array(m.tolist(), dtype=complex) for m in pauli_sym]
waves = np.array(list(product((-1, 0, 1), repeat=3)))
n_waves = len(waves)
transfer = waves[:, None, :] - waves[None, :, :]
rng = np.random.default_rng(7)


def random_local_operator(size):
    """Plane-wave matrix of a random real function of position."""
    coef = rng.normal(size=(5, 5, 5)) + 1j * rng.normal(size=(5, 5, 5))
    coef = size * (coef + coef[::-1, ::-1, ::-1].conj()) / 2
    return coef[tuple(np.moveaxis(transfer + 2, -1, 0))]


def second_order_terms(local):
    """Laplacian/8 + sigma.(grad x p)/4 for a local operator."""
    lap = -np.sum(transfer**2, axis=-1) * local
    grad = [1j * transfer[:, :, i] * local for i in range(3)]
    out = np.kron(np.eye(2), lap) / 8
    for i in range(3):
        j, k = (i + 1) % 3, (i + 2) % 3
        cross = grad[j] * waves[None, :, k] - grad[k] * waves[None, :, j]
        out = out + np.kron(pauli[i], cross) / 4
    return out


V_orb, O_orb = random_local_operator(0.1), random_local_operator(0.1)
V2, O2 = np.kron(np.eye(2), V_orb), np.kron(np.eye(2), O_orb)
sigma_p = sum(np.kron(pauli[i], np.diag(waves[:, i])) for i in range(3))
p2 = np.kron(np.eye(2), np.diag(np.sum(waves**2, axis=1)))
dim = 2 * n_waves
one, zero = np.eye(dim), np.zeros((dim, dim))


def residuals(c):
    """Spectral norms of exact minus approximate electronic blocks."""
    H = np.block([[V2, c * sigma_p], [c * sigma_p, V2 - 2 * c**2 * one]])
    vectors = np.linalg.eigh(H)[1][:, dim:]
    X = vectors[dim:] @ np.linalg.inv(vectors[:dim])
    w, q = np.linalg.eigh(one + X.conj().T @ X)
    R = (q / np.sqrt(w)) @ q.conj().T
    column = np.vstack([R, X @ R])

    def electronic(upper, lower):
        full = np.block([[upper, zero], [zero, lower]])
        return column.conj().T @ full @ column

    O_exact = electronic(O2, O2)
    O_formula = O2 + second_order_terms(O_orb) / c**2
    h_exact = column.conj().T @ H @ column
    h_formula = p2 / 2 + V2 + (second_order_terms(V_orb)
                               - p2 @ p2 / 8) / c**2
    beta_formula = O2 - ((p2 @ O2 + O2 @ p2) / 8
                         + sigma_p @ O2 @ sigma_p / 4) / c**2
    S1 = np.block([[zero, sigma_p], [-sigma_p, zero]]) / (2 * c)
    O_full = np.block([[O2, zero], [zero, O2]])
    O_S1 = (expm(S1) @ O_full @ expm(-S1))[:dim, :dim]
    pairs = [(O_exact, O2), (O_exact, O_formula), (O_S1, O_formula),
             (electronic(O2, -O2), beta_formula), (h_exact, h_formula)]
    return np.array([np.linalg.norm(a - b, 2) for a, b in pairs])


c_small, c_large = 20.0, 40.0
res_small, res_large = residuals(c_small), residuals(c_large)
orders = np.log(res_small / res_large) / np.log(c_large / c_small)
assert abs(orders[0] - 2) < 0.1
assert np.all(np.abs(orders[1:] - 4) < 0.1), orders

# ---- Hydrogen-like ion: radial Dirac equation ------------------------------


def dirac_moment(Z, c, n, kappa, power):
    """<r^power> from the bound solution of the radial Dirac equation."""
    g = np.sqrt(kappa**2 - (Z / c)**2)
    n_r = n - abs(kappa)
    E = c**2 * (1 / np.sqrt(1 + (Z / c)**2 / (n_r + g)**2) - 1)
    lam = np.sqrt(-E * (E + 2 * c**2)) / c
    K = n_r + 1
    M = np.zeros((2 * (K + 1), 2 * K))
    for k in range(K):
        up, lo, row2 = k, K + k, K + 1
        M[k, up] += g + k + kappa
        M[k, lo] -= Z / c
        M[k + 1, up] -= lam
        M[k + 1, lo] -= E / c + 2 * c
        M[row2 + k, lo] += g + k - kappa
        M[row2 + k, up] += Z / c
        M[row2 + k + 1, lo] -= lam
        M[row2 + k + 1, up] += E / c
    _, sing, vh = np.linalg.svd(M)
    assert sing[-1] < 1e-11 * sing[0]      # the radial equations are solved
    a, b = vh[-1][:K], vh[-1][K:]

    def integral(s):
        return sum((a[i] * a[j] + b[i] * b[j])
                   * gamma_function(2 * g + i + j + s + 1)
                   / (2 * lam)**(2 * g + i + j + s + 1)
                   for i in range(K) for j in range(K))
    return integral(power) / integral(0)


# ---- Hydrogen-like ion: two-component terms at Z = 1 -----------------------
SIZE = 12     # radial functions are sum_m coef[m] r^m exp(-a r)


def overlap(u, v, a, s=0):
    return sum(u[i] * v[j] * gamma_function(i + j + s + 1)
               / (2 * a)**(i + j + s + 1)
               for i in np.flatnonzero(u) for j in np.flatnonzero(v))


def p_squared(u, l, a):
    out = np.zeros(SIZE)
    for m in np.flatnonzero(u):
        centrifugal = l * (l + 1) - m * (m - 1)
        if centrifugal:
            out[m - 2] += centrifugal * u[m]
        out[m - 1] += 2 * a * m * u[m]
        out[m] -= a**2 * u[m]
    return out


def two_component_terms(l, kappa, power):
    """Nonrelativistic <r^power> and the c^-2 coefficients, state n = l+1."""
    a, sigma_L = 1 / (l + 1), -(kappa + 1)
    u0 = np.zeros(SIZE)
    u0[l + 1] = 1
    u0 /= np.sqrt(overlap(u0, u0, a))
    mean = overlap(u0, u0, a, power)
    columns = []
    for m in range(l + 1, l + power + 3):
        unit = np.zeros(SIZE)
        unit[m] = 1
        col = p_squared(unit, l, a) / 2 + a**2 / 2 * unit
        col[m - 1] -= 1
        columns.append(col)
    A = np.array(columns).T
    rhs = mean * u0
    rhs[l + 1 + power] -= u0[l + 1]
    solution = np.linalg.lstsq(A, rhs, rcond=None)[0]
    assert np.allclose(A @ solution, rhs, atol=1e-9 * np.abs(rhs).max())
    u1 = np.zeros(SIZE)
    u1[l + 1:l + power + 3] = solution
    u1 -= overlap(u0, u1, a) * u0
    inner = overlap(u0, u0, a, power - 2)
    return {
        "nonrel": mean,
        "pc_scalar": power * (power + 1) * inner / 8,
        "pc_spin": sigma_L * power * inner / 4,
        "mass_vel": -2 * overlap(p_squared(u1, l, a),
                                 p_squared(u0, l, a), a) / 8,
        "darwin": 2 * u1[1] * u0[1] / 8 if l == 0 else 0.0,
        "spin_orb": 2 * sigma_L * overlap(u1, u0, a, -3) / 4 if l else 0.0,
        "f": u1[l + 1:l + power + 3] / u0[l + 1],
    }


C2_KEYS = ("pc_scalar", "pc_spin", "mass_vel", "darwin", "spin_orb")
states = {"1s1/2": (0, -1), "2p1/2": (1, 1), "2p3/2": (1, -2)}
c = 1 / fine_structure
Z = 20

# The c^-2 coefficient of the Dirac moment is isolated at enlarged c; the
# neglected next order is then about (Z/c)^2 = 2e-4 relative.
worst = 0.0
for (l, kappa), power in product(states.values(), (1, 2, 3)):
    t = two_component_terms(l, kappa, power)
    predicted = sum(t[k] for k in C2_KEYS) * Z**(2 - power)
    big_c = 10 * c
    from_dirac = big_c**2 * (dirac_moment(Z, big_c, l + 1, kappa, power)
                             - t["nonrel"] * Z**(-power))
    worst = max(worst, abs(from_dirac / predicted - 1))
assert worst < 2e-3, worst

# ---- Printed results -------------------------------------------------------
print(f"plane waves: {n_waves}, spacing 1 a.u.; c = {c_small:.0f}, "
      f"{c_large:.0f} a.u.")
print(f"norm of O: {np.linalg.norm(O2, 2):.4f} a.u.")
names = ("O exact - O", "O exact - formula", "O by S1 - formula",
         "beta O exact - formula", "H exact - formula")
for name, r1, r2, order in zip(names, res_small, res_large, orders):
    print(f"{name}: {r1:.3e}, {r2:.3e} a.u.; falls as c^-{order:.3f}")
print(f"r, r^2, r^3: worst relative misfit of c^-2 coefficient {worst:.1e}")
print(f"c = {c:.6f} a.u., Z = {Z}, (Z/c)^2 = {(Z / c)**2:.6f}")
print("O = r^2; coefficients of 1/c^2 in a.u.; values in 1e-6 a0^2")
for label, (l, kappa) in states.items():
    t = two_component_terms(l, kappa, 2)
    picture = t["pc_scalar"] + t["pc_spin"]
    response = t["mass_vel"] + t["darwin"] + t["spin_orb"]
    unit = 1e6
    nonrel = unit * t["nonrel"] / Z**2
    shift_pc, shift_resp = unit * picture / c**2, unit * response / c**2
    exact = unit * dirac_moment(Z, c, l + 1, kappa, 2)
    total = nonrel + shift_pc + shift_resp
    f_text = ", ".join(f"{v + 0.0:.5f}" for v in np.round(t["f"], 9))
    print(f"{label}: sigma.L = {-(kappa + 1)}, <r^2> at Z=1: "
          f"{t['nonrel']:.4f} a0^2")
    print(f"  f at Z=1, powers r^0 to r^3 (a.u.): {f_text}")
    print(f"  coef. picture change: scalar {t['pc_scalar']:.5f}, "
          f"spin {t['pc_spin']:.5f}, sum {picture:.5f}")
    print(f"  coef. response: mass-velocity {t['mass_vel']:.5f}, "
          f"Darwin {t['darwin']:.5f}")
    print(f"  coef. response: spin-orbit {t['spin_orb']:.5f}, "
          f"sum {response:.5f}")
    print(f"  coef. total: {picture + response:.5f}")
    print(f"  nonrelativistic value: {nonrel:.3f}")
    print(f"  picture change: {shift_pc:.3f}, response: {shift_resp:.3f}")
    print(f"  two-component total: {total:.3f}")
    print(f"  Dirac value: {exact:.3f}")
    print(f"  Dirac - total: {exact - total:.3f}")
    print(f"  Dirac - total without picture change: "
          f"{exact - total + shift_pc:.3f}")
print("all tests passed")
```

Printed output:

```
plane waves: 27, spacing 1 a.u.; c = 20, 40 a.u.
norm of O: 0.8930 a.u.
O exact - O: 1.642e-03, 4.119e-04 a.u.; falls as c^-1.995
O exact - formula: 9.128e-06, 5.736e-07 a.u.; falls as c^-3.992
O by S1 - formula: 8.779e-07, 5.488e-08 a.u.; falls as c^-4.000
beta O exact - formula: 8.707e-06, 5.470e-07 a.u.; falls as c^-3.993
H exact - formula: 2.036e-05, 1.278e-06 a.u.; falls as c^-3.994
r, r^2, r^3: worst relative misfit of c^-2 coefficient 5.3e-05
c = 137.035999 a.u., Z = 20, (Z/c)^2 = 0.021301
O = r^2; coefficients of 1/c^2 in a.u.; values in 1e-6 a0^2
1s1/2: sigma.L = 0, <r^2> at Z=1: 3.0000 a0^2
  f at Z=1, powers r^0 to r^3 (a.u.): 5.50000, 0.00000, -1.00000, -0.33333
  coef. picture change: scalar 0.75000, spin 0.00000, sum 0.75000
  coef. response: mass-velocity -8.00000, Darwin 5.50000
  coef. response: spin-orbit 0.00000, sum -2.50000
  coef. total: -1.75000
  nonrelativistic value: 7500.000
  picture change: 39.939, response: -133.128
  two-component total: 7406.810
  Dirac value: 7406.595
  Dirac - total: -0.215
  Dirac - total without picture change: 39.724
2p1/2: sigma.L = -2, <r^2> at Z=1: 30.0000 a0^2
  f at Z=1, powers r^0 to r^3 (a.u.): 320.00000, 0.00000, -6.00000, -0.66667
  coef. picture change: scalar 0.75000, spin -1.00000, sum -0.25000
  coef. response: mass-velocity -12.33333, Darwin 0.00000
  coef. response: spin-orbit -11.16667, sum -23.50000
  coef. total: -23.75000
  nonrelativistic value: 75000.000
  picture change: -13.313, response: -1251.407
  two-component total: 73735.280
  Dirac value: 73735.465
  Dirac - total: 0.185
  Dirac - total without picture change: -13.128
2p3/2: sigma.L = 1, <r^2> at Z=1: 30.0000 a0^2
  f at Z=1, powers r^0 to r^3 (a.u.): 320.00000, 0.00000, -6.00000, -0.66667
  coef. picture change: scalar 0.75000, spin 0.50000, sum 1.25000
  coef. response: mass-velocity -12.33333, Darwin 0.00000
  coef. response: spin-orbit 5.58333, sum -6.75000
  coef. total: -5.50000
  nonrelativistic value: 75000.000
  picture change: 66.564, response: -359.447
  two-component total: 74707.118
  Dirac value: 74707.011
  Dirac - total: -0.107
  Dirac - total without picture change: 66.458
all tests passed
```
